Van der Pauw and Montgomery measurements on an anisotropic sheet

**The problem**

A homogeneous conducting film of thickness d = 100 nm has different resistivities along two perpendicular directions x and y in its plane. These are its principal axes: a field along x drives a current along x, and likewise for y. The film normal is the third principal axis. The directions are known, but the values ρx and ρy are not.

Two samples are cut with their edges along x and y. One is a square, the other a rectangle with Lx = 3 mm and Ly = 2 mm. Each has point contacts at its corners, extending through the thickness, named counterclockwise from the lower left:

A = (0, 0), B = (Lx, 0), C = (Lx, Ly), D = (0, Ly).

There is no magnetic field and the response is ohmic. Two four-contact resistances are read:

Rx = R_AB,CD = (V_D − V_C)/I, current I entering at A and leaving at B,

Ry = R_BC,DA = (V_A − V_D)/I, current I entering at B and leaving at C.

The readings are

square: Rx = 0.3804 Ω, Ry = 44.8880 Ω,

rectangle: Rx = 3.0903 Ω, Ry = 19.5416 Ω.

They are computed for a model film, not measured. What resistivity does a van der Pauw measurement assign to this film, and what are ρx and ρy?

**A tempting solution**

For an isotropic square the two readings are equal by symmetry, and the sheet resistance R_s = ρ/d follows from the common value R through

R_s = πR/ln 2.

Here the readings differ because the film is anisotropic. It seems natural to average the anisotropy away:

R̄ = (0.3804 + 44.8880)/2 Ω = 22.634 Ω,

R_s = π × 22.634 Ω/0.6931 = 102.59 Ω.

Multiplication by d gives a mean resistivity of 10.26 µΩ m. The readings seem to supply the anisotropy too, since the current runs along x in one case and along y in the other:

ρy/ρx = 44.8880/0.3804 = 118.

Both conclusions are wrong.

**Where it fails**

The formula with ln 2 is a special case of the van der Pauw equation, proved below,

exp(−πR_AB,CD/R_s) + exp(−πR_BC,DA/R_s) = 1.

For equal readings it becomes 2 exp(−πR/R_s) = 1, hence R_s = πR/ln 2. For unequal readings the average may not simply be inserted. With R_s = 102.59 Ω the left side is

exp(−0.0116) + exp(−1.3746) = 0.988 + 0.253 = 1.241,

not 1. To see the size of the error in general, write the readings as R̄ + δ and R̄ − δ. Then

exp(−πR̄/R_s) [exp(−πδ/R_s) + exp(πδ/R_s)] = 1,

2 cosh(πδ/R_s) = exp(πR̄/R_s),

R_s = πR̄ / ln[2 cosh(πδ/R_s)].

Since cosh exceeds 1 for δ ≠ 0, the average overestimates R_s whenever the readings differ. For small δ, ln(2 cosh u) ≈ ln 2 + u²/2 with u = πδ/R_s ≈ (δ/R̄) ln 2, so that

R_s ≈ (πR̄/ln 2) [1 − (ln 2/2)(δ/R̄)²].

Averaging is therefore harmless for nearly equal readings. In the square, |δ|/R̄ = 0.98, and the expansion is of no use.

The second fault is to treat a reading as proportional to the resistivity along the current contacts. The voltage is taken on the opposite edge, and the fraction of the current that spreads that far depends on the anisotropy itself. Both faults are cured by finding the isotropic sheet that gives the same readings.

**Rescaling the sheet**

Let φ be the potential. Because the normal is a principal axis and the contacts extend through the thickness, φ does not depend on depth. Ohm's law reads

j_x = −(1/ρx) ∂φ/∂x, j_y = −(1/ρy) ∂φ/∂y,

and charge conservation, ∂j_x/∂x + ∂j_y/∂y = 0, gives

(1/ρx) ∂²φ/∂x² + (1/ρy) ∂²φ/∂y² = 0.

Introduce new coordinates with an arbitrary positive constant ρ₀:

x' = x √(ρx/ρ₀), y' = y √(ρy/ρ₀).

Each derivative with respect to x brings a factor √(ρx/ρ₀), so the first term becomes

(1/ρx)(ρx/ρ₀) ∂²φ/∂x'² = (1/ρ₀) ∂²φ/∂x'².

The second changes in the same way, and the sum is Laplace's equation in x', y'. It holds for any ρ₀, so it cannot by itself say which resistivity the isotropic sheet has. That is decided by the current. The current crossing a curve is

I = d ∫ (j_x dy − j_y dx).

With dy = dy' √(ρ₀/ρy), the first part is

j_x dy = −(1/ρx) √(ρx/ρ₀) √(ρ₀/ρy) (∂φ/∂x') dy'
= −(1/√(ρxρy)) (∂φ/∂x') dy'.

With dx = dx' √(ρ₀/ρx), the second is

j_y dx = −(1/ρy) √(ρy/ρ₀) √(ρ₀/ρx) (∂φ/∂y') dx'
= −(1/√(ρxρy)) (∂φ/∂y') dx'.

The constant ρ₀ has cancelled, and

I = −(d/ρ̄) ∫ [(∂φ/∂x') dy' − (∂φ/∂y') dx'], ρ̄ = √(ρxρy).

This is the current in an isotropic sheet of the same thickness d and resistivity ρ̄. Applied to any piece of free edge, it shows that an edge without normal current remains one. Applied to a small curve around a contact, it shows that the contact current is unchanged. The potentials are also the same, so every four-contact reading of the anisotropic sheet equals that of its stretched isotropic partner. The choice ρ₀ = ρ̄ makes the product of the two stretching factors 1, which preserves the area; it is used from here on.

Nothing was assumed about the outline. If the principal axes are tilted relative to the sample, one first rotates the coordinates to them. Since a determinant is unchanged by rotation, ρ̄ is then the square root of the determinant of the 2 × 2 in-plane resistivity tensor.

**The van der Pauw equation**

It remains to prove the equation for an isotropic sheet of resistivity ρ̄, with R_s = ρ̄/d. Take first a conducting half-plane. A current I entering at a point of its edge spreads over half-circles of length πr, so j = I/(πrd). Integrating −dφ/dr = ρ̄j gives

φ = −(IR_s/π) ln r + constant.

A contact where current leaves contributes the opposite sign. Let A, B, C, D lie in this order along the edge, with gaps a = AB, b = BC, c = CD. For current entering at A and leaving at B,

V_D = (IR_s/π) [−ln(a+b+c) + ln(b+c)],

V_C = (IR_s/π) [−ln(a+b) + ln b].

Subtraction gives

R_AB,CD = (R_s/π) ln[(a+b)(b+c)/(b(a+b+c))].

For current entering at B and leaving at C,

V_A = (IR_s/π) [−ln a + ln(a+b)],

V_D = (IR_s/π) [−ln(b+c) + ln c],

R_BC,DA = (R_s/π) ln[(a+b)(b+c)/(ac)].

Therefore

exp(−πR_AB,CD/R_s) + exp(−πR_BC,DA/R_s) = [b(a+b+c) + ac]/[(a+b)(b+c)].

The numerator is ab + b² + bc + ac, which is also the expanded denominator. The sum is 1.

A sheet without holes, bounded by a simple closed curve, can be mapped conformally onto the half-plane with its edge going to the edge; this is the Riemann mapping theorem with its extension to the boundary. The map can be chosen so that a point of the edge between D and A goes to infinity; the contacts then lie along the line in the order A, B, C, D. A conformal map magnifies lengths locally by a factor g, equal in all directions, and divides potential gradients by g. The current through a curve, an integral of normal gradient times length, is unchanged, and Laplace's equation is preserved. The readings and the equation carry over.

Both logarithms above have arguments greater than 1, so both readings are positive. Each exponential then rises from 0 to 1 as R_s grows from 0 to infinity, and the equation has one root.

Together with the rescaling, this answers the first question. A van der Pauw measurement on the anisotropic sheet returns

R_s d = ρ̄ = √(ρxρy),

the geometric mean. For the square the root is R_s = 40.00 Ω:

exp(−π × 0.3804/40) + exp(−π × 44.8880/40) = 0.9706 + 0.0294 = 1.0000.

Hence ρ̄ = 40 Ω × 100 nm = 4 µΩ m. The averaged value of 102.59 Ω was too high by a factor of 2.56.

The result was tested on an irregular sheet with ρx = 2 µΩ m and ρy = 8 µΩ m, principal axes tilted by 30°, and contacts at four places on its edge. A finite-element solution without rescaling gives readings of 5.7669 Ω and 12.8590 Ω. The stretched isotropic partner, solved on another mesh, gives the same values to these digits, and the van der Pauw root is 40.00 Ω.

In semiclassical terms, take one parabolic band with masses m_x, m_y, carrier density n and a single constant relaxation time τ. Balancing the electric force against the momentum loss m_x v_x/τ gives ρx = m_x/(ne²τ), and similarly for y. Thus ρ̄ = √(m_x m_y)/(ne²τ). If n is known, for instance from a Hall measurement, the mobility 1/(neρ̄) is eτ/√(m_x m_y), the geometric mean of the two directional mobilities.

**Separating the components: Montgomery's rectangle**

The root R_s contains only the product ρxρy. The two readings separately contain more, because the shape of the stretched sheet depends on the ratio ρy/ρx. For a rectangle cut along the principal axes the partner is again a rectangle, with sides

L₁ = Lx √(ρx/ρ̄), L₂ = Ly √(ρy/ρ̄),

and aspect

s = L₂/L₁ = (Ly/Lx) √(ρy/ρx).

To find Rx, let current enter at A and leave at B, both on the edge y' = 0. The series

φ = Σ a_k cos(kπx'/L₁) cosh[kπ(L₂ − y')/L₁], k = 1, 2, 3, …

satisfies Laplace's equation term by term. Its normal derivative vanishes on x' = 0, x' = L₁ and y' = L₂, so no current crosses these edges. A constant could be added to φ but would drop out of the readings. On the lower edge

j_y' = −(1/ρ̄) ∂φ/∂y' = (1/ρ̄) Σ a_k (kπ/L₁) sinh(kπs) cos(kπx'/L₁).

This must equal the injected current density

(I/d) [δ(x') − δ(x' − L₁)],

where each delta function is placed just inside the corner, so that its full weight counts. Its kth cosine coefficient is

(2/L₁)(I/d)[1 − cos kπ],

which is 4I/(dL₁) for odd k and zero for even k. Equating coefficients for odd k,

a_k kπ sinh(kπs)/(ρ̄L₁) = 4I/(dL₁),

a_k = 4IR_s/[πk sinh(πks)].

On the upper edge the hyperbolic cosine is 1. At D all cosines are 1; at C they are −1 for odd k. Thus V_D − V_C = 2 Σ a_k, and

Rx = R_s S(s), S(s) = (8/π) Σ 1/[k sinh(πks)], k = 1, 3, 5, …

The definition of Ry follows from that of Rx by moving every contact on by one corner. The two sides exchange roles, s becomes 1/s, and

Ry = R_s S(1/s).

The half-plane formulas and this series were tested against each other for three sets of gaps, with the sides of the mapped rectangle found by quadrature.

Every term of S falls as s grows, from infinity at s → 0 to zero at s → ∞. The ratio

Rx/Ry = S(s)/S(1/s)

therefore also falls from infinity to zero, and a measured ratio fixes one s. Then R_s = Rx/S(s). Solving the definition of s for the resistivity ratio gives √(ρy/ρx) = s Lx/Ly. Combined with √(ρxρy) = ρ̄, this yields

ρx = ρ̄ Ly/(Lx s), ρy = ρ̄ Lx s/Ly.

**The numbers**

The rectangle's readings come from a finite-element solution of the original anisotropic sheet, so they do not presuppose the rescaling, and their inversion tests it. Their ratio is

Rx/Ry = 3.0903/19.5416 = 0.15814.

Trial values give S(s)/S(1/s) = 0.18680 at s = 1.3 and 0.11428 at s = 1.4. Interpolating the logarithm linearly,

s ≈ 1.3 + 0.1 × ln(0.18680/0.15814)/ln(0.18680/0.11428) = 1.334,

and refinement gives s = 1.3333. There S(s) = 0.077256 and S(1/s) = 0.488541, so

R_s = 3.0903 Ω/0.077256 = 40.00 Ω,

R_s = 19.5416 Ω/0.488541 = 40.00 Ω.

The van der Pauw equation gives the same root, with exponentials 0.7845 and 0.2155. Again ρ̄ = 4 µΩ m, and

√(ρy/ρx) = 1.3333 × 3/2 = 2.000,

ρx = 4 µΩ m/2 = 2.000 µΩ m,

ρy = 4 µΩ m × 2 = 8.000 µΩ m.

These are the values put into the model. The anisotropy is 4, not 118.

The square shows where the large number came from. There Lx = Ly, so s = 2. For large s the first term of the series dominates and sinh(πs) ≈ exp(πs)/2, hence

Rx ≈ (16/π) R_s exp(−πs).

The van der Pauw equation then supplies the other reading. Since exp(−πRx/R_s) ≈ 1 − πRx/R_s,

exp(−πRy/R_s) ≈ πRx/R_s ≈ 16 exp(−πs),

Ry ≈ R_s [s − (ln 16)/π].

The second result is the resistance of a strip of s squares in series, less an amount that does not depend on s. At s = 2 these estimates give 0.380 Ω and 44.7 Ω, against 0.3804 Ω and 44.8880 Ω. One reading is exponentially small while the other grows linearly, so their ratio greatly exaggerates the anisotropy.

**Reading errors and the choice of sample**

Suppose the rectangle's Rx is read 1 % too high. Write u = πRx/R_s = 0.2427 and v = πRy/R_s = 1.5348. Differentiating the van der Pauw equation at fixed Ry gives

u exp(−u) (δRx/Rx − δR_s/R_s) − v exp(−v) δR_s/R_s = 0,

δR_s/R_s = [u exp(−u)/(u exp(−u) + v exp(−v))] δRx/Rx
= [0.1904/(0.1904 + 0.3307)] × 1 % = 0.365 %.

Full inversion gives the same change in R_s, with ρx rising by 0.52 % and ρy by 0.21 %, each relative to its value before the error. The steep dependence of the ratio on s helps here: a small relative error in a reading moves s little.

A fixed voltage offset is another matter, because it is a larger fraction of a smaller reading. An error of 0.031 Ω is 1 % of Rx in the rectangle but 8 % in the square. Lengthening the sample along the direction of low resistivity brings s closer to 1 and the readings closer together, until they are equal at Lx/Ly = √(ρy/ρx), here 2. Beyond that ratio they separate again, in the opposite order.

**When the edges miss the principal axes**

If the same 3 mm × 2 mm rectangle is cut 20° away from the principal axes, the finite-element readings are 6.3610 Ω and 11.8842 Ω. The van der Pauw root is still 40.00 Ω, as it must be for any outline. Montgomery's formulas, applied as if the edges were aligned, give 2.416 µΩ m and 6.623 µΩ m. Their product is right, but their ratio is 2.74 instead of 4.

The reason is that the stretched partner is now a parallelogram. Its sides are stretched by the resistivities along the cut edges, ρx cos²20° + ρy sin²20° = 2.70 µΩ m and ρx sin²20° + ρy cos²20° = 7.30 µΩ m, whose ratio of 2.70 accounts for most of the drop. The rest comes from the skewed corners, since the series was derived for a rectangle. The two readings give no warning, since any pair of positive readings yields some R_s and some s. An in-plane tensor with unknown axes has three independent components, and two readings cannot determine them. With these two readings alone, the directions must be known beforehand; finding them takes further independent readings, for instance with an additional contact on the edge.

The geometric mean needs less, but it too rests on the assumptions of the proof: a homogeneous sheet of uniform thickness without holes, no magnetic field, the normal a principal axis, small contacts on its edge, and a potential independent of depth. Contacts on the top face alone meet the last condition only if the stretched thickness d√(ρz/ρ̄), with ρz the resistivity along the normal, is small compared with the stretched sides. This is easily so for a 100 nm film with millimetre sides, but it can fail for a thick layered crystal, where the root then comes out too high. The computed values are collected in the numerical output below.

Numbers as computed

```
input rho_x, rho_y = 2.000, 8.000 uOhm m
thickness d = 100.0 nm
rectangle Lx, Ly = 3.0, 2.0 mm
geometric mean resistivity = 4.0000 uOhm m
expected sheet resistance = 40.0000 Ohm
rescaled sides = 2.1213, 2.8284 mm
simulated Rx, Ry = 3.0903, 19.5416 Ohm
series Rx, Ry = 3.0903, 19.5416 Ohm
simulated ratio Rx/Ry = 0.15814 (no unit)
trial s = 1.2: S(s)/S(1/s) = 0.31402 (no unit)
trial s = 1.3: S(s)/S(1/s) = 0.18680 (no unit)
trial s = 1.4: S(s)/S(1/s) = 0.11428 (no unit)
fitted s = 1.33333, expected 1.33333 (no unit)
S(s), S(1/s) at fit = 0.077256, 0.488541 (no unit)
first two terms of S(s) = 7.725e-02, 5.920e-06
first two terms of S(1/s) = 4.871e-01, 1.445e-03
van der Pauw exponentials = 0.78450, 0.21550 (no unit)
sheet resistance, van der Pauw = 40.0000 Ohm
sheet resistance, Rx/S(s) = 40.0000 Ohm
recovered rho_x, rho_y = 2.0000, 8.0000 uOhm m
irregular sheet, axes tilted by 30 degrees:
  anisotropic readings = 5.7669, 12.8590 Ohm
  rescaled isotropic readings = 5.7669, 12.8590 Ohm
  van der Pauw sheet resistance = 40.0000 Ohm
rectangle cut 20 degrees off the principal axes:
  readings Rx, Ry = 6.3610, 11.8842 Ohm
  van der Pauw sheet resistance = 40.0000 Ohm
  Montgomery values (wrong split) = 2.4158, 6.6231 uOhm m
square sample Rx, Ry = 0.3804, 44.8880 Ohm
  sheet resistance from average = 102.586 Ohm
  sheet resistance from full equation = 40.0000 Ohm
changes when Rx is read 1 % too high:
  rho_x +0.516 %, rho_y +0.213 %, R_s +0.365 %
```
